\section*{Lower bound on the effective mass of the lowest band}

\section{A heavy band and a light band in one crystal}

An electron in the one-dimensional potential $A\cos(2\pi x/a)$, with $a=5.0$ Å and $A=8$ eV, has an effective mass of $6.35\,m_e$ in the lowest band at $k=0$. In the third band of the same crystal, also at $k=0$, the mass is $0.157\,m_e$. The light mass belongs to an excited band, and this is no accident of the chosen potential: among 60 two-dimensional potentials in a 5 Å square cell, each with five harmonics of random phase and of amplitude up to 6 eV, the lightest mass found in the lowest band at $k=0$ is $1.052\,m_e$. For a local potential the mass of the lowest band at $k=0$ cannot go below $m_e$.

\section{Assumptions and theorem}

Atomic units, $\hbar=m_e=1$, are used in the algebra. The Hamiltonian is
\begin{equation}
H=\tfrac12 p^2+V(\mathbf r),\qquad \mathbf p=-i\nabla ,
\end{equation}
where $V$ is real, periodic and local, which means that it multiplies the wave function by a number at each point. There is no magnetic field and no spin-orbit term. $V$ is bounded, except that in three dimensions it may have attractive Coulomb singularities at nuclei.

A Bloch function is $\psi=e^{i\mathbf k\cdot\mathbf r}u$ with $u$ periodic. Since $\mathbf p\,e^{i\mathbf k\cdot\mathbf r}u=e^{i\mathbf k\cdot\mathbf r}(\mathbf p+\mathbf k)u$, the function $u$ is an eigenfunction of
\begin{equation}
h(\mathbf k)=\tfrac12(\mathbf p+\mathbf k)^2+V=h(0)+\mathbf k\cdot\mathbf p+\tfrac12k^2 .
\label{hk}
\end{equation}
On one periodic cell its levels are discrete and bounded below, because the kinetic levels are discrete and grow without limit and $V$ is weak relative to them at high energy. Let $E(\mathbf k)$ be the lowest level and $E_0=E(0)$. Angle brackets $\langle\cdot\rangle$ denote a cell average, and $\langle f|g\rangle=\langle f^*g\rangle$. The inverse-mass tensor is
\begin{equation}
M_{ab}=\left.\frac{\partial^2E}{\partial k_a\,\partial k_b}\right|_{\mathbf k=0}.
\end{equation}

\paragraph{Theorem.} Every eigenvalue of $M$ lies in the interval $(0,1]$. The effective mass is therefore positive, finite and at least $m_e$ in every direction. It equals $m_e$ along a unit vector $\mathbf e$ if and only if $V$ does not vary along $\mathbf e$.

\section{The ground state at $k=0$}

\paragraph{Lemma 1.} The lowest state $u_0$ of $h(0)$ is nondegenerate and can be chosen positive everywhere.

\emph{Proof.} Let $u$ be a real, normalised lowest state. It minimises $\tfrac12\langle|\nabla u|^2\rangle+\langle Vu^2\rangle$. The function $w=|u|$ has the same norm and the same energy, because $|\nabla|u||=|\nabla u|$ almost everywhere. So $w$ is also a minimiser, hence an eigenfunction with energy $E_0$. Adding $cw$ to both sides of its equation, with $c>0$ so large that $c+E_0-V>0$, gives
\begin{equation}
\left(-\tfrac12\nabla^2+c\right)w=(c+E_0-V)\,w\ \ge 0 .
\end{equation}
In three dimensions the operator on the left is inverted by the periodic Green function
\begin{equation}
g(\mathbf r)=\sum_{\mathbf R}\frac{e^{-\kappa|\mathbf r-\mathbf R|}}{2\pi|\mathbf r-\mathbf R|},\qquad \kappa=\sqrt{2c},
\end{equation}
with $\mathbf R$ the lattice vectors. It is strictly positive, as are its counterparts in one and two dimensions, built from $e^{-\kappa|x|}/\kappa$ and $K_0(\kappa r)/\pi$. The integral of $g$ against a nonnegative source that is not identically zero is positive, so $w>0$ everywhere. The same integral applied to $u$ shows that $u$ is continuous, since both $g$ and the source are square integrable. A continuous function without zeros keeps one sign.

Two orthogonal real lowest states are then impossible, because their product would have one sign and a nonzero average. The real and imaginary parts of a complex lowest state are themselves solutions, since $h(0)$ is real, and so are multiples of $u_0$. $\square$

From here on $u_0>0$ and $\langle u_0^2\rangle=1$.

\paragraph{Lemma 2.} Near $\mathbf k=0$,
\begin{equation}
E(\mathbf k)=E_0+\tfrac12\,\mathbf k\cdot M\cdot\mathbf k+O(k^4).
\label{expand}
\end{equation}

\emph{Proof.} $E_0$ is separated by a gap from the next level, and the change of $h$ in (\ref{hk}) is small relative to $h(0)$ for small $k$, so $E(\mathbf k)$ has a power series there. Complex conjugation turns $\mathbf p$ into $-\mathbf p$ and $h(\mathbf k)$ into $h(-\mathbf k)$. Hence $E(-\mathbf k)=E(\mathbf k)$ and odd powers vanish, even in a crystal without inversion symmetry. $\square$

\section{Proof of the bounds}

\paragraph{Upper bound on $M$.} Take $u_0$ as a trial function for $h(\mathbf k)$. Its mean momentum vanishes, because it is real and periodic:
\begin{equation}
\langle u_0|\mathbf p|u_0\rangle=-i\langle u_0\nabla u_0\rangle=-\tfrac i2\langle\nabla u_0^2\rangle=0 .
\end{equation}
The variational principle and (\ref{hk}) then give, for every $\mathbf k$,
\begin{equation}
E(\mathbf k)\le\langle u_0|h(\mathbf k)|u_0\rangle=E_0+\tfrac12k^2 .
\label{global}
\end{equation}
Set $\mathbf k=t\mathbf e$, insert (\ref{expand}), divide by $t^2/2$ and let $t\to0$. The result is $\mathbf e\cdot M\cdot\mathbf e\le1$. Physically, giving the whole ground state a uniform boost costs the free kinetic energy, and the electron can lower that cost by readjusting its wave function.

\paragraph{Lower bound on $M$.} Since $u_0$ has no zeros, any periodic $u$ can be written $u=u_0f$. Let $\mathbf D=\nabla+i\mathbf k$. Then $\mathbf D(u_0f)=f\nabla u_0+u_0\mathbf Df$, and
\begin{equation}
|\mathbf D(u_0f)|^2=|f|^2|\nabla u_0|^2+u_0^2|\mathbf Df|^2+u_0\nabla u_0\cdot\nabla|f|^2 ,
\end{equation}
because the terms $\pm i\mathbf k|f|^2$ cancel in $f^*\mathbf Df+f(\mathbf Df)^*=\nabla|f|^2$. The first and third terms combine into $\nabla u_0\cdot\nabla(u_0|f|^2)$. Integration by parts and $-\nabla^2u_0=2(E_0-V)u_0$ give their average:
\begin{equation}
-\langle u_0|f|^2\nabla^2u_0\rangle=2\langle(E_0-V)|u|^2\rangle .
\end{equation}
Half of this cancels the potential part of $\langle u|h(\mathbf k)-E_0|u\rangle$, which leaves
\begin{equation}
\langle u|h(\mathbf k)-E_0|u\rangle=\tfrac12\langle u_0^2\,|(\nabla+i\mathbf k)f|^2\rangle .
\label{identity}
\end{equation}
Expand $f=\sum_{\mathbf G}f_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$ in reciprocal lattice vectors. For $\mathbf k$ in the first Brillouin zone $|\mathbf k+\mathbf G|\ge k$, so
\begin{equation}
\langle|(\nabla+i\mathbf k)f|^2\rangle=\sum_{\mathbf G}|\mathbf k+\mathbf G|^2|f_{\mathbf G}|^2\ge k^2\langle|f|^2\rangle .
\end{equation}
For normalised $u$, $1=\langle u_0^2|f|^2\rangle\le\max u_0^2\,\langle|f|^2\rangle$. Together these give
\begin{equation}
E(\mathbf k)-E_0\ \ge\ \frac{\min u_0^2}{\max u_0^2}\,\frac{k^2}{2}.
\label{floor}
\end{equation}
The ratio is positive because $u_0$ is continuous and has no zeros. So $M$ is positive definite and $k=0$ is the minimum of the lowest band.

\paragraph{Mass in a direction.} With $\dot{\mathbf k}=\mathbf F$ and velocity $\nabla_{\mathbf k}E$, the acceleration near $k=0$ is $M\mathbf F$. A force along $\mathbf e$ gives an acceleration along $\mathbf e$ governed by the mass $1/(\mathbf e\cdot M\cdot\mathbf e)$. If instead the acceleration is to point along $\mathbf e$, the force component along $\mathbf e$ is governed by $\mathbf e\cdot M^{-1}\cdot\mathbf e$. The Cauchy--Schwarz inequality for $M^{1/2}\mathbf e$ and $M^{-1/2}\mathbf e$ gives
\begin{equation}
\mathbf e\cdot M^{-1}\cdot\mathbf e\ \ge\ \frac1{\mathbf e\cdot M\cdot\mathbf e}\ \ge\ 1 ,
\end{equation}
so both definitions obey the bound.

\section{How much heavier, and when equality holds}

Let $\mathbf k=t\mathbf e$ and $u=u_0+tu_1+\dots$. First-order perturbation theory requires
\begin{equation}
(h(0)-E_0)u_1=-\mathbf e\cdot\mathbf p\,u_0=i\,\mathbf e\cdot\nabla u_0 .
\end{equation}
The right side is imaginary, so $u_1=iu_0\varphi$ with $\varphi$ real. Using the equation for $u_0$,
\begin{equation}
(h(0)-E_0)(u_0\varphi)=-\nabla u_0\cdot\nabla\varphi-\tfrac12u_0\nabla^2\varphi=-\frac1{2u_0}\nabla\cdot(u_0^2\nabla\varphi).
\end{equation}
Equating this to $\mathbf e\cdot\nabla u_0$ and multiplying by $-2u_0$ gives
\begin{equation}
\nabla\cdot\left[u_0^2(\mathbf e+\nabla\varphi)\right]=0 .
\label{flow}
\end{equation}
The energy coefficient of $t^2$ is $\tfrac12+\langle u_0|\mathbf e\cdot\mathbf p|u_1\rangle$. Here
\begin{equation}
\langle u_0|\mathbf e\cdot\mathbf p|iu_0\varphi\rangle=\langle u_0\,\mathbf e\cdot\nabla(u_0\varphi)\rangle=-\tfrac12\langle\varphi\,\mathbf e\cdot\nabla u_0^2\rangle=\tfrac12\langle u_0^2\,\mathbf e\cdot\nabla\varphi\rangle ,
\end{equation}
so $\mathbf e\cdot M\cdot\mathbf e=1+\langle u_0^2\,\mathbf e\cdot\nabla\varphi\rangle$. Multiplying (\ref{flow}) by $\varphi$ and averaging gives $\langle u_0^2\,\mathbf e\cdot\nabla\varphi\rangle=-\langle u_0^2|\nabla\varphi|^2\rangle$. Therefore
\begin{equation}
\mathbf e\cdot M\cdot\mathbf e=1-\langle u_0^2|\nabla\varphi|^2\rangle=\langle u_0^2|\mathbf e+\nabla\varphi|^2\rangle .
\label{deficit}
\end{equation}

\paragraph{Equality.} If $\mathbf e\cdot M\cdot\mathbf e=1$, then $\nabla\varphi=0$, and (\ref{flow}) gives $\mathbf e\cdot\nabla u_0=0$. Then $V=E_0+\nabla^2u_0/(2u_0)$ is constant along $\mathbf e$. Conversely, if $V$ is constant along $\mathbf e$, shifting $u_0$ along $\mathbf e$ gives another positive lowest state. By Lemma 1 it is $u_0$ itself, so $\varphi=0$ solves (\ref{flow}) and the mass is $1$. This completes the theorem. $\square$

The two-dimensional potential $A\cos[2\pi(x+y)/a]$ with $A=6$ eV and $a=5.0$ Å, which varies only along the diagonal of the square cell, shows both cases: the mass is $1.0000\,m_e$ where $V$ is constant and $1.5308\,m_e$ along the diagonal.

\paragraph{One dimension.} Equation (\ref{flow}) says $u_0^2(1+\varphi')=c$, a constant. Dividing by $u_0^2$ and averaging, with $\langle\varphi'\rangle=0$, gives $1=c\langle u_0^{-2}\rangle$. The inverse mass is $\langle u_0^2(1+\varphi')\rangle=c$, so
\begin{equation}
m^*=\langle u_0^{-2}\rangle,\qquad \langle u_0^2\rangle=1 .
\label{oned}
\end{equation}
Equation (\ref{flow}) is also that of steady current in a medium of local conductivity $u_0^2$. In one dimension the resistances add in series, and the regions where $u_0$ is small dominate. For the cosine crystal at fixed $a=5.0$ Å, amplitudes of 2, 8 and 32 eV give masses of 1.228, 6.355 and about $1343\,m_e$. The band curvature and (\ref{oned}) agree to these digits.

\paragraph{Weak potentials.} Let $V=\sum_jA_j\cos\theta_j$ with $\theta_j=\mathbf G_j\cdot\mathbf r+\alpha_j$ and all $\pm\mathbf G_j$ distinct. To first order in $V$, $u_0=1-\sum_j(2A_j/G_j^2)\cos\theta_j$. Then (\ref{flow}) becomes
\begin{equation}
\nabla^2\varphi=-\mathbf e\cdot\nabla u_0^2=-\sum_j\frac{4A_j}{G_j^2}(\mathbf e\cdot\mathbf G_j)\sin\theta_j ,
\end{equation}
so $\nabla\varphi=\sum_j(4A_j/G_j^4)(\mathbf e\cdot\mathbf G_j)\,\mathbf G_j\cos\theta_j$. The average of $\cos^2\theta_j$ is $\tfrac12$ and the cross terms vanish, so (\ref{deficit}) gives, to second order,
\begin{equation}
M_{ab}\approx\delta_{ab}-\sum_j\frac{8A_j^2\,G_{j,a}G_{j,b}}{G_j^6}.
\label{weak}
\end{equation}
In one dimension $m^*\approx1+2b^2$, where $b=2A/G^2$ is the amplitude over the free kinetic energy at $G$. With $\hbar^2/m_e=7.62$ eV Å$^2$ and $a=5.0$ Å that energy is $6.02$ eV. For $A=2$ eV, $b=0.332$ and $m^*\approx1.221\,m_e$, against the computed $1.228\,m_e$.

\section{A three-dimensional crystal}

The model crystal has cell edges of 4, 5 and 6 Å. With $X,Y,Z$ standing for $2\pi x/4$, $2\pi y/5$ and $2\pi z/6$, its potential in eV is
\begin{equation}
V=4\cos X+3\cos Y+2\cos Z+1.5\cos\!\left(X+Y+\tfrac\pi2\right)+\cos(Y+Z).
\end{equation}
The phase $\pi/2$ removes inversion symmetry. In units of $1/m_e$ the inverse-mass tensor is
\begin{equation}
M=\begin{pmatrix}0.7095&-0.0039&0.0000\\-0.0039&0.6938&-0.0039\\0.0000&-0.0039&0.7642\end{pmatrix}.
\end{equation}
Its eigenvalues 0.6927, 0.7104 and 0.7645 give principal masses of 1.444, 1.408 and $1.308\,m_e$, along axes close to $y$, $x$ and $z$. Diagonalization with 729 plane waves and the solution of (\ref{flow}) agree to $2\times10^{-6}$ in every element.

The weak-potential formula is only a guide here. The $\cos X$ term has $b=4/9.40=0.426$ and lowers $M_{xx}$ by $2b^2=0.36$; with all terms (\ref{weak}) gives 0.37, while the actual reduction is 0.29. Formula (\ref{weak}) gives the right sign for $M_{xy}$, but its value, $-0.009$, is more than twice too large in magnitude.

The function $u_0$ ranges from 0.183 to 2.499, so the coefficient in (\ref{floor}) is $(0.183/2.499)^2\approx0.0054$. It guarantees a finite mass but is far from the actual curvature. At 30 random points of the Brillouin zone the ratio of $E(\mathbf k)-E_0$ to the free value $k^2/2$ lay between 0.445 and 0.705, inside the limits set by (\ref{floor}) and (\ref{global}).

The mass describes the band only near $k=0$. Halfway to the zone face along $x$, at $k=0.393$ Å$^{-1}$, the band has risen by 0.384 eV. The parabola gives $0.7095\times0.5875=0.417$ eV, which is 8.6\% of the band rise too high.

\section{Where the bound stops}

\paragraph{Higher bands.} For a nondegenerate band $n$ at $k=0$, the function $u_n$ can be chosen real, its mean momentum vanishes, and second-order perturbation theory applied to (\ref{hk}) gives
\begin{equation}
M^{(n)}_{ab}=\delta_{ab}+2\sum_{l\ne n}\frac{\mathrm{Re}\,\langle n|p_a|l\rangle\langle l|p_b|n\rangle}{E_n-E_l}.
\end{equation}
For the lowest band every denominator is negative, which proves $M\le1$ again. A higher band also has states below it. Each adds a nonnegative term to $\mathbf e\cdot M^{(n)}\cdot\mathbf e$, which is zero when symmetry makes the momentum matrix element vanish, and which competes with the nonpositive terms from the states above. In the crystal of the opening the third band lies 3.50 eV above the second. Approximate the two states by $\sqrt2\cos Gx$ and $\sqrt2\sin Gx$, whose momentum matrix element has magnitude $G$, and keep only their mutual coupling. With $\hbar^2G^2/m_e=12.03$ eV this gives $M\approx1+2(12.03/3.50)=7.9$, a mass of $0.13\,m_e$. The computed value is $0.157\,m_e$. The estimate is rough, because at this amplitude the true states contain other plane waves, but it shows how coupling to a close band below can make the mass much lighter than $m_e$.

\paragraph{Nonlocal potentials.} If $V$ is an integral operator, $e^{-i\mathbf k\cdot\mathbf r}Ve^{i\mathbf k\cdot\mathbf r}$ depends on $\mathbf k$, equation (\ref{hk}) fails, and the proof of (\ref{global}) fails with it. The bound may still hold, but it can also be broken. Consider the one-dimensional crystal with $a=5.0$ Å and $A=-1$ eV, and add an attractive projector with matrix elements $-D\beta(k+G)\beta(k+G')$, where $\beta(q)=e^{-q^2s^2/2}$ and $s=1.5$ Å. Without the projector the mass is $1.056\,m_e$. With $D=3$ eV, all else fixed, it is $0.443\,m_e$. The $G=0$ plane wave alone shows why: its energy $k^2/2-De^{-k^2s^2}$ has curvature $1+2Ds^2$. In the present units this is $1+2(3)(2.25)/7.62=2.77$, a mass of $0.36\,m_e$. The attraction weakens as the electron moves, which adds to the cost of motion. The direction of the change depends on the sign and symmetry of the projector. With $D=-1$ eV, a repulsion, the mass rises to $2.31\,m_e$, while a repulsive odd projector, $\beta(q)=qs\,e^{-q^2s^2/2}$ with $D=-3$ eV, lowers it to $0.463\,m_e$.

\paragraph{Real materials.} The smooth potentials used here are models; the potentials of bare nuclei are far deeper. Conduction electrons in several direct-gap semiconductors have masses of very roughly a tenth of $m_e$ or less. This does not conflict with the theorem, because the conduction band lies above the filled bands. In a nonrelativistic calculation with all electrons and a local Kohn--Sham potential, the theorem concerns the deepest core band. With pseudopotentials the lowest band is a valence or semicore band, but most pseudopotentials are nonlocal, as is the exchange operator of hybrid functionals, and the bound is then not guaranteed. Nor is it guaranteed for meta-GGA functionals in the generalized Kohn--Sham scheme, whose operator $-\tfrac12\nabla\cdot v_\tau\nabla$ alters the kinetic term. The change from 1.056 to $0.443\,m_e$ shows that the effect can be large in a model; it is not an estimate for any material. The model's attractive even projector was chosen to break the bound, whereas the GTH pseudopotentials of Na, K and Al, for example, have repulsive leading $s$ and $p$ terms. Spin-orbit coupling lies outside the proof, and its effect is not estimated here. If all the assumptions of the theorem hold, a converged calculation that gives a lowest-band mass below $m_e$ at $k=0$ contains an error. Convergence of the basis is part of the condition, because an atom-centred basis changes with $\mathbf k$. For the crystal with $A=-1$ eV, whose mass is $1.056\,m_e$, one Gaussian $e^{-x^2/2w^2}$ per cell with $w=1.6$ Å gives $0.82\,m_e$.

\section*{Table of computed values}
\begin{verbatim}
hbar^2/m_e = 7.6200 eV angstrom^2
3D cell edges (angstrom): 4.0 5.0 6.0
3D term n=(1, 0, 0): A=4.0 eV, phase=0 deg
3D term n=(0, 1, 0): A=3.0 eV, phase=0 deg
3D term n=(0, 0, 1): A=2.0 eV, phase=0 deg
3D term n=(1, 1, 0): A=1.5 eV, phase=90 deg
3D term n=(0, 1, 1): A=1.0 eV, phase=0 deg
3D plane waves: 343 and 729
3D lowest energy at k=0: -1.8799 eV
3D gap to next state at k=0: 4.3405 eV
3D u0 min, max (rms 1): 0.1839, 2.4895
3D M row x (1/m_e): 0.70952 -0.00385 0.00004
3D M row y (1/m_e): -0.00385 0.69378 -0.00389
3D M row z (1/m_e): 0.00004 -0.00389 0.76424
3D largest |M_bands-M_states|: 9.3e-07
3D largest |M_density-M_states|: 1.8e-06
3D eigenvalues of M (1/m_e): 0.6927 0.7104 0.7645
3D principal masses (m_e): 1.4436 1.4077 1.3081
3D axis of mass 1.4436: 0.223 0.973 0.053
3D axis of mass 1.4077: 0.975 -0.222 -0.017
3D axis of mass 1.3081: 0.005 -0.055 0.998
3D along x: 1/M_xx = 1.4094 m_e
3D along x: (M^-1)_xx = 1.4094 m_e
3D lower bound min u0^2/max u0^2: 0.0055
3D (E(k)-E0)/free, 30 random k: 0.4447 to 0.7045
3D half way to x face: k = 0.3927 1/angstrom
   band rise 0.3838 eV, parabola 0.4169 eV, free 0.5875 eV
   parabola error 8.63 percent of band rise
1D period: 5.0 angstrom, V = A cos(2 pi x/a)
1D A=2 eV: mass 1.2276 (band), 1.2276 (u0) m_e
1D A=8 eV: mass 6.3550 (band), 6.3550 (u0) m_e
1D A=8 eV, third band at k=0: mass 0.1572 m_e
1D A=8 eV, gap from second to third band: 3.4970 eV
1D A=32 eV: mass 1342.9476 (band), 1342.9462 (u0) m_e
2D random potentials: 60, cell 5 x 5 angstrom, |A| < 6 eV
2D lightest, heaviest mass: 1.0520, 12.0136 m_e
2D V = 6 eV cos(G_11.r): masses 1.0000 (V constant), 1.5308 m_e
Nonlocal test: a=5.0, width=1.5 angstrom, A=-1 eV
   projector strength 0 eV: mass 1.0557 m_e
   projector strength 3 eV: mass 0.4427 m_e
\end{verbatim}
